# LinK exchange: sorted shell-pair loops, early exits and linear quartet growth

## Exchange in a long chain of molecules

Take a row of hydrogen molecules and add one more at the far end. The electrons of the first molecule hardly notice: exchange between two regions requires the one-particle density matrix to connect them, and between distant closed-shell molecules that connection is weak. A direct evaluation of Hartree–Fock exchange in a Gaussian basis nevertheless runs over all quartets of basis functions, and their number grows as the fourth power of the chain length. The LinK algorithm arranges the loops so that the work follows the significant quartets, without inspecting the others one by one.

Atomic units are used in the algebra. The basis functions $\chi_m$ are real, and the closed-shell density matrix $P$ is symmetric and includes the factor 2 for spin. With

$$
(ml|ns)=\iint \frac{\chi_m(\mathbf r)\chi_l(\mathbf r)\,\chi_n(\mathbf r')\chi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',
$$

the exchange matrix and energy are

$$
K_{mn}=\sum_{ls}P_{ls}\,(ml|ns),\qquad E_x=-\tfrac14\sum_{mn}P_{mn}K_{mn}. \tag{1}
$$

A global hybrid functional uses a fixed fraction of this $E_x$, so at a given density the errors below are multiplied by the same fraction. The self-consistent density of a hybrid differs from the Hartree–Fock one and changes both counts and errors: for the 40-atom H$_2$ chain below, a PBE0 density gives about 7400 significant quartets instead of 7001 at a threshold of $10^{-5}$ eV. In (1) the density matrix joins one function of the bra pair $ml$ to one function of the ket pair $ns$. In the Coulomb matrix it joins two functions of the same pair, so the distance between bra and ket is not restricted by $P$. The locality used here belongs to exchange.

## An upper bound for each integral

For real charge distributions $f$ and $g$, let $(f|g)$ be their Coulomb interaction. The Fourier transform of $1/r$ is $4\pi/k^2$, so

$$
(f|f)=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\hat f(\mathbf k)|^2\ge 0 .
$$

Hence $(f+tg|f+tg)=(f|f)+2t(f|g)+t^2(g|g)$ is non-negative for every real $t$. A quadratic that never becomes negative has no positive discriminant, so $(f|g)^2\le(f|f)(g|g)$. With $f=\chi_m\chi_l$ and $g=\chi_n\chi_s$ this is the Schwarz bound

$$
|(ml|ns)|\le Q_{ml}Q_{ns},\qquad Q_{ml}=\sqrt{(ml|ml)} . \tag{2}
$$

Integrals are computed in blocks, one for each quartet of shells. Capital letters denote shells; $Q_{ML}$ and $|P_{MN}|$ are the largest values of $Q_{ml}$ and $|P_{mn}|$ over the functions in those shells.

The square root in (2) needs numerical care. If an integral code discards values of $(ml|ml)$ below $\delta$, then $Q_{ml}$ is wrong already below $\sqrt\delta$. In the 40-atom chain treated below, more than 500 of the 820 stored diagonal integrals are too small, the largest having a true value of $9.2\times10^{-16}$ eV. Paired with the largest self-repulsion in this basis, 21 eV, that one gives a bound of $\sqrt{9.2\times10^{-16}\times21}\ \text{eV}\approx1.4\times10^{-7}$ eV. Multiplied by the largest density element, 0.61, this is $8.5\times10^{-8}$ eV, just under the tightest threshold used below, $10^{-7}$ eV. At that threshold the set of quartets selected by the criterion (5) below is still the same with the stored values; at $10^{-8}$ eV they would lose 402 of the 14109 significant quartets.

For $s$ functions a closed form avoids the loss. Two Gaussians with exponents $a,b$ at distance $R$ multiply to

$$
e^{-a|\mathbf r-\mathbf A|^2}e^{-b|\mathbf r-\mathbf B|^2}
=e^{-\frac{ab}{a+b}R^2}\,e^{-p|\mathbf r-\mathbf C|^2},\quad p=a+b,\quad \mathbf C=\frac{a\mathbf A+b\mathbf B}{p}, \tag{3}
$$

as completing the square shows. A Gaussian $e^{-pr^2}$ has the transform $(\pi/p)^{3/2}e^{-k^2/4p}$. For two of them, with exponents $p,q$ at distance $D$, put $\eta=pq/(p+q)$. The angular integral over $\mathbf k$ gives $4\pi\sin(kD)/(kD)$, and the constants combine to $4\pi\cdot4\pi/(2\pi)^3=2/\pi$:

$$
\frac{\pi^3}{(pq)^{3/2}}\,\frac2\pi\int_0^\infty e^{-k^2/4\eta}\,\frac{\sin kD}{kD}\,dk
=\frac{2\pi^{5/2}}{pq\sqrt{p+q}}\int_0^1e^{-\eta D^2u^2}du .
$$

The last step writes $\sin(kD)/(kD)=\int_0^1\cos(kDu)\,du$ and uses $\int_0^\infty e^{-k^2/4\eta}\cos(kDu)\,dk=\sqrt{\pi\eta}\,e^{-\eta D^2u^2}$. Summing such terms over the contracted functions gives $(ml|ml)$. The prefactor in (3) also shows that $Q_{ml}$ falls off as a Gaussian in the distance between the two functions.

## One quartet, four exchange blocks

The integral is unchanged by $m\leftrightarrow l$, by $n\leftrightarrow s$ and by exchange of bra and ket. It is therefore computed once, for $M\ge L$, $N\ge S$ and ket pair not later than bra pair in a fixed order. Writing (1) for the four orderings that keep the bra first gives the updates

$$
\begin{aligned}
A_{mn}&\mathrel{+}=w\,(ml|ns)P_{ls}, & A_{ms}&\mathrel{+}=w\,(ml|ns)P_{ln},\\
A_{ln}&\mathrel{+}=w\,(ml|ns)P_{ms}, & A_{ls}&\mathrel{+}=w\,(ml|ns)P_{mn}.
\end{aligned}\tag{4}
$$

The four orderings with the ket first give the transposed updates, so $K=A+A^{T}$.

The weight $w$ corrects for repetition. If $M=L$, exchanging them gives the same ordered shell quartet again, and each ordered quartet appears twice among the eight. The same holds for $N=S$, and for equal bra and ket pairs. These coincidences multiply, so $w$ is the product of a factor $\tfrac12$ for each one present.

Equation (4) contains four density blocks. A quartet may be skipped when none of them makes it important, so it is called significant if

$$
Q_{ML}Q_{NS}\,\max\big(|P_{MN}|,|P_{MS}|,|P_{LN}|,|P_{LS}|\big)>\tau . \tag{5}
$$

For normalized functions $P$ is dimensionless and $\tau$ is an energy. Because $P$ is symmetric, exchanging bra and ket only permutes the four blocks, so (5) does not depend on which pair is called the bra.

## The loops

Two families of lists are prepared. The partner list of shell $N$ holds the shells $S$ in order of falling $Q_{NS}$; its first entry has the value $q_N=\max_SQ_{NS}$. The density list of shell $M$ holds the shells $N$ in order of falling $|P_{MN}|q_N$. Entries that would fail even with the largest $Q$ and $|P|$ in the system are removed beforehand, which cannot remove a significant quartet.

```
for each bra pair (M,L) from the partner lists, M >= L:
    kets = empty set
    for X in {M, L}:
        for N in density list of X:
            if |P[X,N]| * q[N] * Q[M,L] <= tau: leave N loop
            for S in partner list of N:
                if |P[X,N]| * Q[M,L] * Q[N,S] <= tau: leave S loop
                add unordered pair {N,S} to kets
    for each ket not later than the bra:
        compute the integral block, apply the four updates
```

**The loops find the set (5).** Consider a fixed bra and $X=M$. In the inner loop $|P_{MN}|Q_{ML}$ is constant and $Q_{NS}$ falls, so after the first failure every later $S$ fails too. In the outer loop $|P_{MN}|q_NQ_{ML}$ falls, and it is the largest value that any $S$ can give for this $N$. After the first failure no later $N$ has a passing partner. The walk with $X=M$ therefore finds every ordered ket with $|P_{MN}|Q_{ML}Q_{NS}>\tau$. Since each ket pair can appear in both orders, this covers the blocks $P_{MN}$ and $P_{MS}$; the walk with $X=L$ covers $P_{LN}$ and $P_{LS}$. The merged set is the set (5), each ket occurring once.

The argument rests on the sorting. With the same exits but lists in index order, 5507 of the 7001 significant quartets of the 40-atom chain at $\tau=10^{-5}$ eV are lost.

**The searching is proportional to the finding.** Let one walk accept $a$ shells $N$ and record $h$ hits, a hit being a passed inner comparison. The outer loop makes at most $a+1$ comparisons: the accepted ones and one failure. The inner loops make at most $h+a$: the hits and one failure for each accepted $N$. An accepted $N$ has at least one hit, because its first partner has $Q_{NS}=q_N$ and repeats the comparison just passed. Thus $a\le h$, and the walk costs at most $3h+1$ comparisons. With at most two walks for each of $B$ bra pairs and $H$ hits in total,

$$
C\le 3H+2B,\qquad H\le 8U\quad\Rightarrow\quad C\le 24U+2B , \tag{6}
$$

where $C$ counts comparisons and $U$ unique significant quartets. The factor 8 arises because a quartet can be reached with either pair as bra, from either shell of the bra, and with the ket in either order.

Equation (6) covers the quartet loops. If the lists are built from full matrices, reading and sorting them costs of order $n_{\rm sh}^2\log n_{\rm sh}$ simple operations for $n_{\rm sh}$ shells. That part is not linear, although each of its operations is far simpler than an integral block.

## The error from skipped quartets

Let $\delta K$ be the LinK matrix minus the full one at fixed $P$. It consists of the omitted terms of (1) with a minus sign, so by (2)

$$
|\delta K_{mn}|\le\sum_{(l,s)\ \text{skipped}}Q_{ml}\,|P_{ls}|\,Q_{ns}\le n_{\rm bf}^2\,\tau . \tag{7}
$$

The second inequality holds because a skipped quartet fails (5) for all four blocks, so each term is at most $\tau$, and there are at most $n_{\rm bf}^2$ pairs $(l,s)$ for $n_{\rm bf}$ basis functions. The middle expression is computable: it is the matrix product $(Q|P|Q)_{mn}$ minus the same sum over the retained quartets. For the energy, (1) gives

$$
|\delta E_x|\le\tfrac14\sum_{mn}|P_{mn}|\,|\delta K_{mn}| . \tag{8}
$$

These are errors at a given density. The further change when the orbitals are made self-consistent with the screened $K$ is not included.

## When the number of quartets is linear

Label the atoms of a chain by integers, with one shell on each for simplicity. Assume

$$
Q_{ML}\le q\,e^{-\gamma|M-L|},\qquad |P_{MN}|\le c\,e^{-\kappa|M-N|}, \tag{9}
$$

with constants that do not depend on the chain length. The first assumption is weaker than the Gaussian decay found above. The second is a property of the electronic state and has to be checked for each system.

Suppose a quartet is significant through $P_{LS}$. Inserting (9) into (5) and taking the logarithm gives

$$
\gamma|M-L|+\kappa|L-S|+\gamma|S-N|<\ln\frac{cq^2}{\tau}. \tag{10}
$$

The steps $M\to L\to S\to N$ visit all four shells. Their total length is less than

$$
r=\frac{1}{\min(\gamma,\kappa)}\ln\frac{cq^2}{\tau},
$$

so no two shells of the quartet are farther apart than $r$. The other three blocks give the same result with the shells renamed. For a given $M$ each of the three steps has at most $2r+1$ values, so $U\le4(2r+1)^3n_{\rm at}$ for $n_{\rm at}$ atoms: at most linear growth.

In a periodic chain much longer than $r$ more can be said. If the interior density no longer changes with length, each added unit brings the same number of new quartets, while the two ends contribute a constant. Then $U=\alpha n_{\rm at}+\beta$. Since $r$ is only an upper bound, the linear law may set in at shorter lengths. For a chain shorter than the actual range of the significant quartets the limit is not yet felt, and the growth can be faster.

If only the largest $|P|$ in the system is used in (5), nothing ties the ket to the bra. The number of significant pairs is still linear, because of $Q$, but any strong pair can combine with any other, and the quartets grow quadratically.

## Hydrogen chains

The first chain consists of H$_2$ units with bond length 0.75 Å and a gap of 1.75 Å between neighbouring units, treated by restricted Hartree–Fock in the STO-3G basis. The threshold is $\tau=10^{-5}$ eV ($3.675\times10^{-7}$ hartree). "Schwarz" denotes the count with the largest $|P|$ alone.

| Atoms | Pairs | Schwarz | LinK | Comparisons |
|---:|---:|---:|---:|---:|
| 20 | 98 | 3963 | 2791 | 17110 |
| 40 | 208 | 17398 | 7001 | 42288 |
| 60 | 318 | 40333 | 11211 | 67448 |
| 80 | 428 | 72768 | 15421 | 92608 |

A straight line through the LinK counts at 40 and 60 atoms predicts $2\times11211-7001=15421$ quartets at 80 atoms, and 15421 are found. The slope is $(15421-11211)/20=210.5$ quartets per atom, or 421 per molecule. The intercept, $15421-80\times210.5=-1419$, is negative because shells near the ends lack neighbours on one side. The largest index difference within a significant quartet is 17 atoms at all four lengths, about 21 Å. This is the finite range required by (10).

The Schwarz counts have second differences of 9500 and 9500, as a quadratic law requires. At 80 atoms they exceed the LinK count by a factor $72768/15421=4.72$, and this factor grows with length. The comparisons at 80 atoms amount to $92608/15421\approx6.0$ per quartet, well inside the limit of about 24 from (6).

The second chain has equal spacings of 1.25 Å, which is the mean spacing of the first.

| Atoms | Pairs | Schwarz | LinK | Span (atoms) |
|---:|---:|---:|---:|---:|
| 20 | 105 | 3987 | 3527 | 19 |
| 40 | 225 | 17547 | 13651 | 39 |
| 60 | 345 | 40707 | 28504 | 59 |

The Schwarz counts nearly equal those of the first chain, so the integral bounds are not what separates the two. The LinK counts differ by a factor of 2.5 at 60 atoms, and the significant quartets reach from one end of the chain to the other. The increment from 40 to 60 atoms is 1.467 times that from 20 to 40. The ratio would be 1 for linear growth and $(60^2-40^2)/(40^2-20^2)=1.67$ for a pure square law.

The density matrices show the reason. The largest $|P|$ between atoms at least 6, 12 and 18 places apart, in the 60-atom chains, is

| Chain | 6 | 12 | 18 |
|---|---:|---:|---:|
| H$_2$ units | $3.1\times10^{-3}$ | $2.1\times10^{-5}$ | $1.6\times10^{-7}$ |
| equal spacing | $0.13$ | $0.048$ | $0.021$ |

For the H$_2$ chain the logarithm falls by 5.0 and then by 4.9 over equal distances, which is close to exponential decay with $\kappa\approx0.8$ per atom. This rate belongs to the STO-3G basis: in 6-31G the 40-atom chain has $\kappa\approx0.45$, and the significant quartets span 25 atoms instead of 17. In the equally spaced chain the decay is too slow to limit the range within 60 atoms: the density factor removes about 30% of the Schwarz quartets ($1-28504/40707\approx0.30$), but significant quartets still span the whole chain. Its orbital gap at this length is 4.9 eV, against 26.3 eV for the H$_2$ chain, both in this minimal basis (for the 40-atom H$_2$ chain the gap falls from 26.4 to 18.6 eV in 6-31G). The slow decay is a property of the restricted solution. An unrestricted solution with alternating spins lies 17.5 eV lower for the equally spaced 60-atom chain, with a gap of 13.7 eV and $\kappa\approx0.44$; with twice the larger spin-density element in place of $|P|$ in (5), its significant quartets span 32 atoms. A non-zero gap in a finite chain is thus no guarantee of linear growth at the lengths of interest; the range of $P$ has to be shorter than the chain.

## Accuracy against threshold

For the 40-atom H$_2$ chain the full contraction gives $E_x=-368.1199$ eV ($-13.52816$ hartree) in STO-3G. The digits serve as a reference for the screening error; in 6-31G the value is $-355.6$ eV. The LinK errors relative to it, at the same density, are as follows, in eV.

| $\tau$ | Quartets | Max. $\lvert\delta K\rvert$ | Bound | $\delta E_x$ |
|---:|---:|---:|---:|---:|
| $10^{-3}$ | 3273 | $1.1\times10^{-3}$ | $5.7\times10^{-3}$ | $5.2\times10^{-3}$ |
| $10^{-5}$ | 7001 | $1.5\times10^{-5}$ | $4.8\times10^{-5}$ | $4.3\times10^{-5}$ |
| $10^{-7}$ | 11259 | $3.0\times10^{-7}$ | $6.0\times10^{-7}$ | $2.8\times10^{-6}$ |

The bound is the largest element of the middle expression in (7). It stays near $5\tau$ to $6\tau$, while the cruder limit is $40^2\tau=1600\tau$: most skipped terms are far below the threshold. The energy error at $\tau=10^{-5}$ eV is $4.3\times10^{-5}/368\approx1.2\times10^{-7}$ of the exchange energy. It can exceed the largest matrix error because (8) sums over many elements. It is not proportional to $\tau$: for the powers of ten from $10^{-3}$ to $10^{-8}$ eV the ratio $\delta E_x/\tau$ lies between $-0.05$ and 28. Tightening $\tau$ from $10^{-3}$ to $10^{-7}$ eV multiplies the number of quartets by 3.4, while $1/\tau$ grows by $10^4$. Each factor of 100 in $\tau$ adds 3728 and then 4258 quartets, which is consistent with (10), where $\tau$ enters the range only through a logarithm.

Shells with several functions follow the same rules, with the maxima in (5) taken over blocks. For eight atoms of the H$_2$ chain in the 6-31G** basis, which has 24 shells and 40 functions, $\tau=10^{-3}$ eV retains 10419 of 45150 unique quartets. The largest error in $K$ is $5.2\times10^{-3}$ eV, below the computed bound of $1.8\times10^{-2}$ eV.

The numerical check compares the LinK quartets in these accuracy runs with a complete enumeration of (5), and tests the error bound element by element. It reads the integrals from a stored array, so its results concern operation counts and errors, not run times.

## Computed results

```
H2 chain: bond 0.75 angstrom, gap 1.75 angstrom
equal chain: spacing 1.25 angstrom
threshold tau = 1.0e-05 eV = 3.675e-07 hartree
H2 chain, 20 atoms: significant pairs 98
  quartets: Schwarz 3963, LinK 2791
  LinK comparisons 17110, span 17 atoms
H2 chain, 40 atoms: significant pairs 208
  quartets: Schwarz 17398, LinK 7001
  LinK comparisons 42288, span 17 atoms
H2 chain, 60 atoms: significant pairs 318
  quartets: Schwarz 40333, LinK 11211
  LinK comparisons 67448, span 17 atoms
H2 chain, 80 atoms: significant pairs 428
  quartets: Schwarz 72768, LinK 15421
  LinK comparisons 92608, span 17 atoms
equal chain, 20 atoms: significant pairs 105
  quartets: Schwarz 3987, LinK 3527
  LinK comparisons 25240, span 19 atoms
equal chain, 40 atoms: significant pairs 225
  quartets: Schwarz 17547, LinK 13651
  LinK comparisons 96848, span 39 atoms
equal chain, 60 atoms: significant pairs 345
  quartets: Schwarz 40707, LinK 28504
  LinK comparisons 199050, span 59 atoms
H2, 80 atoms: predicted 15421, found 15421 quartets
H2 LinK slope, 60 to 80 atoms: 210.5 quartets/atom
H2 comparisons, 60 to 80 atoms: 1258.0 per atom
H2 Schwarz second differences: 9500, 9500
H2, 80 atoms: Schwarz/LinK ratio 4.72
LinK increment (40 to 60 atoms)/(20 to 40 atoms):
  H2 chain 1.000, equal chain 1.467
largest |P| at 6, 12, 18 or more atoms apart (60 atoms):
  H2 chain: 3.07e-03, 2.09e-05, 1.58e-07
  equal chain: 1.28e-01, 4.82e-02, 2.13e-02
RHF orbital gap, 60 atoms: H2 26.33 eV, equal 4.91 eV
H2, 40 atoms: 529 stored (ml|ml) too small, largest true value 9.2e-16 eV
H2, 40 atoms: E_x = -368.119895 eV = -13.52815662 hartree
tau 1e-03 eV: 3273 quartets, E_x error 5.24e-03 eV
  max K error 1.09e-03 eV, bound 5.68e-03 eV
tau 1e-05 eV: 7001 quartets, E_x error 4.25e-05 eV
  max K error 1.52e-05 eV, bound 4.81e-05 eV
tau 1e-07 eV: 11259 quartets, E_x error 2.77e-06 eV
  max K error 3.04e-07 eV, bound 6.04e-07 eV
H2, 40 atoms, unsorted lists: 5507 of 7001 quartets lost
6-31G**, 8 atoms: 24 shells, 40 functions
  tau 1e-03 eV: 10419 of 45150 quartets kept
  max K error 5.24e-03 eV, bound 1.84e-02 eV
```
